# Piezoelectric Polarization of a Biaxially Strained Wurtzite Film, part 1

(Sections cited here and not found follow in the second part.)

## First half: the film at zero field

A wurtzite film grows on a thick, flat substrate with its c axis along the growth normal. The lattices join coherently: every atomic row of the film in the interface plane continues a row of the substrate. If the free film has in-plane lattice constant $a_f$ and the substrate imposes $a_s$, the film carries the in-plane strain

$$
\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon=\frac{a_s-a_f}{a_f},\qquad \varepsilon_{xy}=0 .
$$

Positive $\varepsilon$ means tension. The $z$ axis points along the positive direction of the c axis. The film is wide compared with its thickness, and nothing presses or pulls on its top surface. The problem is to find how the strain changes the polarization $P_z$.

Gaussian units are used, so that $\mathbf D=\mathbf E+4\pi\mathbf P$ and a surface with outward normal $\mathbf n$ carries the bound charge $\mathbf P\cdot\mathbf n$ per area. Strains are small, and only terms of first order in them are kept in stress and polarization. In this first half the macroscopic field $\mathbf E$ inside the film is zero. That is a separate assumption from the mechanical one, and its consequences are examined in the second half.

### (a) What symmetry allows

The rotations and reflections of wurtzite, without the accompanying fractional translations, form the point group 6mm, which contains the rotation by $60^\circ$ about $z$. Which strain components can enter $P_z$ to first order? Which products of strains can enter the elastic energy density $W$?

*Solution.* A macroscopic property does not notice a translation by a fraction of a cell, so the sixfold screw axis of the crystal acts on it as a plain rotation. Sort the six strain components by their behaviour under a rotation by an angle $\varphi$ about $z$. Two of them combine into scalars, which do not change:

$$
s=\varepsilon_{xx}+\varepsilon_{yy},\qquad \varepsilon_{zz}.
$$

The other four form two complex numbers,

$$
v=\varepsilon_{xz}+i\varepsilon_{yz},\qquad
d=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}.
$$

The pair in $v$ has one index in the plane and turns like a vector, so $v\to e^{i\varphi}v$. The pair in $d$ has two indices in the plane and turns at twice the angle, so $d\to e^{2i\varphi}d$.

The component $P_z$ is unchanged by the rotation. A term linear in $v$ would acquire the factor $e^{i\pi/3}$ when $\varphi=60^\circ$, and a term linear in $d$ the factor $e^{2i\pi/3}$. Neither factor is one, so both terms must be absent. What remains is

$$
P_z=P_{\rm sp}+e_{31}(\varepsilon_{xx}+\varepsilon_{yy})+e_{33}\varepsilon_{zz}
\qquad(E=0). \tag{1}
$$

Here $P_{\rm sp}$ is the spontaneous polarization of the unstrained crystal, which a polar axis permits. The coefficients $e_{31}$ and $e_{33}$ are defined by this equation: they are derivatives of the dipole moment per *actual* volume. The second half returns to that word.

The energy density is also unchanged by the rotation. It is quadratic in strain, because the unstrained crystal is in equilibrium. The products $v^2$, $d^2$, $vd$ and $v^*d$ acquire the phases $120^\circ$, $240^\circ$, $180^\circ$ and $60^\circ$, so they are forbidden, as are products of one scalar with $v$ or $d$. The moduli $|v|^2$ and $|d|^2$ survive, together with products of the scalars:

$$
W=\tfrac12 A s^2+C_{13}\,s\,\varepsilon_{zz}+\tfrac12C_{33}\varepsilon_{zz}^2
+\tfrac12B|d|^2+2C_{44}|v|^2 . \tag{2}
$$

The constants $A$ and $B$ are related to the usual ones by differentiating with respect to $\varepsilon_{xx}$:

$$
\sigma_{xx}=\frac{\partial W}{\partial\varepsilon_{xx}}
=A(\varepsilon_{xx}+\varepsilon_{yy})+C_{13}\varepsilon_{zz}
+B(\varepsilon_{xx}-\varepsilon_{yy}).
$$

The coefficient of $\varepsilon_{xx}$ is called $C_{11}$ and that of $\varepsilon_{yy}$ is called $C_{12}$. Therefore $C_{11}=A+B$, $C_{12}=A-B$, and $2A=C_{11}+C_{12}$.

### (b) Stress inside the film

Find the stress components $\sigma_{zz}$, $\sigma_{xz}$ and $\sigma_{yz}$ in terms of strain. Then use mechanical equilibrium to find their values at every depth. Does the answer require the film to have uniform composition?

*Solution.* Differentiating equation (2) with respect to $\varepsilon_{zz}$ gives

$$
\sigma_{zz}=C_{13}(\varepsilon_{xx}+\varepsilon_{yy})+C_{33}\varepsilon_{zz}. \tag{3}
$$

For the shear components, a change of $\varepsilon_{xz}$ changes $\varepsilon_{zx}$ as well, so the work done is $2\sigma_{xz}\,d\varepsilon_{xz}$. Hence

$$
\sigma_{xz}=\frac12\frac{\partial W}{\partial\varepsilon_{xz}}
=2C_{44}\varepsilon_{xz},\qquad
\sigma_{yz}=2C_{44}\varepsilon_{yz}.
$$

In equilibrium, with no body force, the net force on each small volume vanishes. Its $z$ component reads

$$
\frac{\partial\sigma_{xz}}{\partial x}
+\frac{\partial\sigma_{yz}}{\partial y}
+\frac{\partial\sigma_{zz}}{\partial z}=0 .
$$

Away from its side edges the film looks the same at every lateral position, so the first two terms vanish and $d\sigma_{zz}/dz=0$. The $x$ and $y$ components of the force balance give $d\sigma_{xz}/dz=0$ and $d\sigma_{yz}/dz=0$ in the same way. All three stresses are independent of depth.

At the top surface they are the components of the force per area exerted from outside, which is zero. They are therefore zero throughout the film:

$$
\sigma_{zz}=\sigma_{xz}=\sigma_{yz}=0\quad\text{at every }z. \tag{4}
$$

Since $C_{44}>0$ in a stable crystal, the shear strains $\varepsilon_{xz}$ and $\varepsilon_{yz}$ vanish too.

Uniform composition was not used. The elastic constants and the in-plane strain may vary with $z$, as they do in a graded layer or in a stack of layers. A film buried under a cap also has $\sigma_{zz}=0$, provided that the top of the cap is free. The free surface fixes the constant value of $\sigma_{zz}$, and force balance carries this value downward.

The argument does need lateral uniformity. Near a side wall, in a narrow pillar, or under a patterned stressor, the lateral derivatives of the shear stress enter the balance and $\sigma_{zz}$ need not vanish.

### (c) Normal strain and polarization

Use the preceding results to find $\varepsilon_{zz}$ and the strain-induced polarization, defined at zero field as $P_{\rm pz}=P_z-P_{\rm sp}$.

*Solution.* Put $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$ in equation (3) and set the stress to zero:

$$
0=2C_{13}\varepsilon+C_{33}\varepsilon_{zz}.
$$

Division by $C_{33}$, which is positive in a stable crystal, gives

$$
\varepsilon_{zz}=-\frac{2C_{13}}{C_{33}}\,\varepsilon . \tag{5}
$$

The factor 2 counts the two strained in-plane directions. For positive $C_{13}$, a film stretched in the plane becomes thinner. Equation (1) now gives

$$
P_{\rm pz}=2e_{31}\varepsilon+e_{33}\varepsilon_{zz}
=2e_{31}\varepsilon-e_{33}\frac{2C_{13}}{C_{33}}\varepsilon ,
$$

and the common factor $2\varepsilon$ can be taken out:

$$
\boxed{\;P_{\rm pz}=2\varepsilon\left(e_{31}-e_{33}\frac{C_{13}}{C_{33}}\right)\;} \tag{6}
$$

The first term is the direct response to in-plane strain. The second is the response to the change of height that the free surface permits. If $e_{31}<0$, $e_{33}>0$ and $C_{13}>0$, the two terms have the same sign: stretching the plane and shortening the axis both turn the added polarization toward $-z$. If instead $e_{31}/e_{33}=C_{13}/C_{33}$, they cancel, and the film has no strain-induced polarization to this order although it is strained.

The strain in equation (6) is the strain actually present. If dislocations have relieved part of the lattice mismatch, $\varepsilon$ is the remaining elastic strain and not the full mismatch. If the film grows along the negative direction of the c axis, equation (6) still gives the component along the positive direction, but the outward normal of the top surface is now $-z$, so the bound charge on that surface changes sign.

### (d) What the free surface contributes

Suppose that a uniform normal traction $T$ acts on the top surface, positive when it pulls outward. Find the polarization at zero field. What value of $T$ would keep the height of the film unchanged, and what would the polarization then be?

*Solution.* The stress $\sigma_{zz}$ is still independent of depth, but its value is now $T$. Equation (3) becomes

$$
T=2C_{13}\varepsilon+C_{33}\varepsilon_{zz}
\quad\Longrightarrow\quad
\varepsilon_{zz}=\frac{T-2C_{13}\varepsilon}{C_{33}} .
$$

Inserting this in equation (1) gives

$$
P_z-P_{\rm sp}=2e_{31}\varepsilon
+e_{33}\frac{T-2C_{13}\varepsilon}{C_{33}}
=P_{\rm pz}+\frac{e_{33}}{C_{33}}T. \tag{7}
$$

The height stays unchanged when $\varepsilon_{zz}=0$, which requires $T=2C_{13}\varepsilon$. The polarization change is then $2e_{31}\varepsilon$. Thus the term with $C_{13}/C_{33}$ in equation (6) belongs to the free surface. Only an external pull $T=2C_{13}\varepsilon$ on the top would remove it. A cap whose own top is free does not, however stiff it is, because by part (b) it leaves $\sigma_{zz}=0$ and simply moves with the film.

### (e) The same result from stress

Let $d_{31}$ be the polarization change of a crystal at zero field per unit stress $\sigma_{xx}$, all other stresses being zero, and let $d_{33}$ be the same for $\sigma_{zz}$. Find the in-plane stress $\Sigma$ of the film, and express $P_{\rm pz}$ through $d_{31}$ and $\Sigma$. Show how this form is connected with equation (6).

*Solution.* From part (a), with $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$,

$$
\Sigma=\sigma_{xx}=\sigma_{yy}
=(C_{11}+C_{12})\varepsilon+C_{13}\varepsilon_{zz}.
$$

Equation (5) removes the normal strain:

$$
\Sigma=\left(C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}}\right)\varepsilon. \tag{8}
$$

The film is under stress in the plane and under no other stress. The sixfold symmetry makes the $x$ and $y$ stresses equally effective, so that

$$
P_{\rm pz}=2d_{31}\Sigma. \tag{9}
$$

To connect the two forms, write the polarization change of a general state without shear as $d_{31}(\sigma_{xx}+\sigma_{yy})+d_{33}\sigma_{zz}$ and express the stresses through strains. A strain $\varepsilon_{xx}$ alone produces $\sigma_{xx}+\sigma_{yy}=(C_{11}+C_{12})\varepsilon_{xx}$ and $\sigma_{zz}=C_{13}\varepsilon_{xx}$. A strain $\varepsilon_{zz}$ alone produces $\sigma_{xx}+\sigma_{yy}=2C_{13}\varepsilon_{zz}$ and $\sigma_{zz}=C_{33}\varepsilon_{zz}$. Comparison with equation (1) gives

$$
e_{31}=(C_{11}+C_{12})d_{31}+C_{13}d_{33},\qquad
e_{33}=2C_{13}d_{31}+C_{33}d_{33}.
$$

Multiply the second relation by $C_{13}/C_{33}$ and subtract it from the first. The terms with $d_{33}$ cancel:

$$
e_{31}-e_{33}\frac{C_{13}}{C_{33}}
=\left(C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}}\right)d_{31}.
$$

Multiplication by $2\varepsilon$ turns the left side into equation (6) and, by equation (8), the right side into equation (9). The combination of constants in equation (6) is therefore the response to purely in-plane stress. The coefficient $d_{33}$ drops out because the normal stress is zero.

### (f) A numerical film

Take the round model parameters $\varepsilon=0.01$, $e_{31}=-1.5\times10^5$ and $e_{33}=3.0\times10^5$ statC/cm$^2$, and, in units of $10^{12}$ dyn/cm$^2$, $C_{11}=4.0$, $C_{12}=1.4$, $C_{13}=1.0$ and $C_{33}=4.0$. They represent no particular material. Find the normal strain, the polarization and the equivalent number of elementary charges per area.

*Solution.* The normal strain is

$$
\varepsilon_{zz}=-2\times\frac{1.0}{4.0}\times0.01=-0.0050 .
$$

The two contributions to the polarization are

$$
2e_{31}\varepsilon=-3000\ \text{statC/cm}^2,\qquad
e_{33}\varepsilon_{zz}=-1500\ \text{statC/cm}^2 .
$$

Their sum is $P_{\rm pz}=-4500$ statC/cm$^2$, or $-0.0150$ C/m$^2$. One third of it comes from the change of height. With the height held fixed, only the $-3000$ statC/cm$^2$ would remain.

The stress form gives the same value. Equation (8) yields

$$
\Sigma=\left(4.0+1.4-\frac{2\times1.0^2}{4.0}\right)
\times10^{12}\times0.01
=4.9\times10^{10}\ \text{dyn/cm}^2 ,
$$

and the relation in part (e) yields $d_{31}=-2.25\times10^5/(4.9\times10^{12})=-4.59\times10^{-8}$ statC/dyn. The product $2d_{31}\Sigma$ is again $-4500$ statC/cm$^2$.

With the elementary charge $4.803\times10^{-10}$ statC, the equivalent number density is

$$
\frac{|P_{\rm pz}|}{e}
=\frac{4500}{4.803\times10^{-10}}\ \text{cm}^{-2}
=9.37\times10^{12}\ \text{cm}^{-2}.
$$

For growth along $+z$, the strain adds a negative bound charge to the top surface and an equal positive one to the lower face of the film. These charges are displaced, not mobile. The number says how many singly charged carriers per area would neutralize the strain-induced charge of one face.

## Second half: electric field and the meaning of the coefficients

The first half considered a film with in-plane strain $\varepsilon$, normal strain $\varepsilon_{zz}$, elastic constants $C_{ij}$ and piezoelectric coefficients $e_{31}$ and $e_{33}$, whose $z$ axis is the polar c axis. At zero field its polarization is $P_{\rm sp}+2e_{31}\varepsilon+e_{33}\varepsilon_{zz}$, where $P_{\rm sp}$ is the spontaneous part. A free top surface gives $\varepsilon_{zz}=-2(C_{13}/C_{33})\varepsilon$ and the strain-induced polarization

$$
P_{\rm pz}=2\varepsilon\left(e_{31}-e_{33}\frac{C_{13}}{C_{33}}\right).
$$

The numerical film has $\varepsilon=0.01$, $C_{13}=1.0\times10^{12}$ and $C_{33}=4.0\times10^{12}$ dyn/cm$^2$, $e_{31}=-1.5\times10^5$ and $e_{33}=3.0\times10^5$ statC/cm$^2$, and hence $P_{\rm pz}=-4500$ statC/cm$^2$.

A field now enters. The dielectric constant at fixed strain is $\kappa=1+4\pi\chi$, and the $C_{ij}$ are the elastic constants at fixed field.

This part has found the strain-induced polarization $P_{\rm pz}$ of a film with a free top surface at zero field, and has shown how much of it comes from the change of height. What remains is to find how a field changes the stress, strain and polarization, to settle which coefficient $e_{31}$ the formula needs, and to test the formula and its linear range on a crystal model.

All numerical values are calculated from the stated model.
